\section*{Steady oxide field under a gate antenna in an ion beam}

\section*{Question}

I am estimating the charging stress on a gate oxide during a source/drain implant. The gate is joined to a large exposed conductor, so the oxide receives the charge collected over an area $R$ times its own. The net beam current density is $j$, and I assume that the oxide leaks by Fowler--Nordheim tunnelling,
\begin{equation}
J(E)=A E^2 e^{-B/E}.
\end{equation}
Setting $J(E)=Rj$ leaves $E$ both inside and outside the exponential. I have read that the Lambert $W$ function solves such equations, but it has several branches, and taking a square root on the way seems to add another choice. Which solution is physical? How strongly does the field depend on $R$, and is a steady state reached during the implant at all?

My numbers are rough: $1\ \mathrm{mA/cm^2}$ of singly charged ions, 10\% of it left as net positive current, a dose of $5\times10^{15}\ \mathrm{cm^{-2}}$, 8 nm of gate oxide and 400 nm of field oxide. I take a barrier of 3.1 eV and an oxide tunnelling mass of $0.42\,m_0$.

\section*{Answer}

\subsection*{The current balance}

Let $E$ be the magnitude of the oxide field at the cathode, and let $R$ be the whole exposed conductor area divided by the thin-oxide area. The gate charges positively. I take an n-type wafer with a grounded back, so that electrons tunnel from accumulated silicon. I also take $j$ to be independent of the gate potential, an assumption examined below.

The part of the conductor over field oxide, of relative area $R-1$, shares the gate voltage $E t_{\rm ox}$ (band bending neglected). Its field is therefore $E t_{\rm ox}/t_{\rm field}$. Per unit thin-oxide area the stored charge is
\begin{equation}
Q=\kappa\,\varepsilon E,\qquad \kappa=1+(R-1)\frac{t_{\rm ox}}{t_{\rm field}},
\end{equation}
where $\varepsilon$ is the oxide permittivity. Charge conservation gives
\begin{equation}
\kappa\,\varepsilon\,\frac{dE}{dt}=Rj-J(E). \label{ode}
\end{equation}
In the steady state $J(E)=Rj$, and $\kappa$ drops out. Since
\begin{equation}
\frac{d\ln J}{d\ln E}=2+\frac{B}{E}>0, \label{slopeJ}
\end{equation}
and $J$ runs from zero to infinity, there is one positive solution. The branch question must therefore have one answer.

\subsection*{Where $A$ and $B$ come from}

An electron at the emitter Fermi level meets a triangular barrier of height $\phi$. Its WKB exponent is
\begin{equation}
b=\frac{2}{\hbar}\int_0^{\phi/qE}\!\sqrt{2m_{\rm ox}(\phi-qEx)}\,dx
=\frac{4\sqrt{2m_{\rm ox}}\,\phi^{3/2}}{3\hbar qE}=\frac{B}{E},
\qquad B=\frac{8\pi\sqrt{2m_{\rm ox}}\,\phi^{3/2}}{3qh}.
\end{equation}
An electron whose normal energy lies $u$ below the Fermi level sees the barrier $\phi+u$. To first order in $u$ its exponent is $b+cu$, with $c=db/d\phi=3b/(2\phi)$.

For a free-electron emitter at zero temperature, the transverse energy can run from 0 to $u$. This is an area $2\pi m_0u$ in transverse momentum. With two spins and $v_x\,dp_x=dE_x$, the incident flux per unit normal energy is $4\pi m_0u/h^3$. Hence
\begin{equation}
J=\frac{4\pi q m_0}{h^3}e^{-b}\int_0^\infty u\,e^{-cu}\,du
=\frac{4\pi q m_0}{h^3}\,\frac{4\phi^2}{9b^2}\,e^{-b}.
\end{equation}
Inserting $b^2=128\pi^2m_{\rm ox}\phi^3/(9q^2h^2E^2)$ gives
\begin{equation}
A=\frac{q^3m_0}{8\pi h\,m_{\rm ox}\phi}.
\end{equation}
Your parameters give $A=1.184\times10^{-6}\ \mathrm{A/V^2}$ and $B=241.6$ MV/cm. At the field found below for $R=1000$, integrating the supply with the full WKB exponent gives 0.957 of this current. By (\ref{slopeJ}), that deficit of 4\% would raise the field by only about 0.2\%.

This standard form of $A$ assumes that the normal energy is unchanged on entering the oxide. If transverse momentum is conserved instead, the lighter oxide mass raises the barrier for electrons moving sideways. The prefactor is then multiplied by $m_{\rm ox}/m_0=0.42$, and the field rises by about 4\%.

\subsection*{The inversion}

Put $x=B/E$, so $E^2=B^2/x^2$. The balance becomes
\begin{equation}
\frac{AB^2}{x^2}e^{-x}=Rj
\quad\Longrightarrow\quad
x^2e^{x}=\frac{AB^2}{Rj}.
\end{equation}
A positive field requires $x>0$, so we take the positive square root and divide by 2:
\begin{equation}
\frac{x}{2}\,e^{x/2}=z,\qquad z=\frac{B}{2}\sqrt{\frac{A}{Rj}}.
\end{equation}
The Lambert function is defined by $We^W=z$. For positive $z$ its only real value is the principal branch $W_0$, because $We^W$ is negative for $W<0$ and rises steadily for $W>0$. Thus $x=2W_0(z)$ and
\begin{equation}
\boxed{E(R)=\frac{B}{2W_0\!\left(\dfrac{B}{2}\sqrt{\dfrac{A}{Rj}}\right)}}
\end{equation}
The negative square root would give $(x/2)e^{x/2}=-z$. Any real solution of that has $x<0$, hence a negative $E$, and is discarded.

\subsection*{Evaluation for $R=1000$}

The net current density is $j=0.10\times1\ \mathrm{mA/cm^2}=10^{-4}\ \mathrm{A/cm^2}$, so $Rj=0.1\ \mathrm{A/cm^2}$ and
\begin{equation}
z=\frac{2.416\times10^8\ \mathrm{V/cm}}{2}
\sqrt{\frac{1.184\times10^{-6}\ \mathrm{A/V^2}}{0.1\ \mathrm{A/cm^2}}}
=4.16\times10^5.
\end{equation}
Taking the logarithm of $We^W=z$ gives $W=\ln(z/W)$, which can be iterated from $w_0=\ln z$:
\[
12.938,\quad 10.378,\quad 10.598,\quad 10.577,\quad 10.579.
\]
Subtracting $W=\ln z-\ln W$ from $w_{n+1}=\ln z-\ln w_n$ shows why this converges:
\begin{equation}
w_{n+1}-W=-\ln\frac{w_n}{W}\simeq-\frac{w_n-W}{W}.
\end{equation}
Each pass reverses the error and divides it by about 10.6. The field is
\begin{equation}
E=\frac{241.6}{2\times10.579}=11.4\ \mathrm{MV/cm}\quad(1.14\times10^9\ \mathrm{V/m}).
\end{equation}

\subsection*{Dependence on the antenna ratio}

Since $J=Rj$, inverting (\ref{slopeJ}) at fixed $j$ gives
\begin{equation}
\frac{d\ln E}{d\ln R}=\frac{1}{2+B/E},\qquad
\frac{dE}{d\ln R}=\frac{E^2}{2E+B}.
\end{equation}
The second expression grows with $E$, because its derivative is $2E(E+B)/(2E+B)^2>0$. Each further decade of $R$ therefore adds more field than the one before:

\begin{center}
\begin{tabular}{rccc}
$R$ & $W_0$ & $E$ (MV/cm) & $dE/d\log_{10}R$ (MV/cm)\\
\hline
1 & 13.77 & 8.77 & 0.68\\
10 & 12.70 & 9.51 & 0.80\\
100 & 11.64 & 10.38 & 0.95\\
1000 & 10.58 & 11.42 & 1.14\\
10000 & 9.53 & 12.68 & 1.39
\end{tabular}
\end{center}

A thousandfold antenna raises the field by 30\%, but the oxide current rises a thousandfold. The formula has two formal limits. For $z\gg1$, the ratio $W_0/\ln z$ tends slowly to 1, although the difference $\ln z-W_0=\ln W_0$ keeps growing; using $\ln z$ alone here would put the field 18\% too low. For $z\ll1$, $W_0\simeq z$ and $E\simeq\sqrt{Rj/A}$, which means $E\gg B$, where the tunnelling law no longer applies.

The weak dependence of $E$ on $R$ makes the reverse question delicate. If you impose a field limit, the permitted ratio is $R=J(E_{\rm limit})/j$. At the same $j$, a limit of 11.0 MV/cm permits $R\approx410$, while 10.5 MV/cm permits only about 130.

\subsection*{Is the steady state reached?}

Write $E+\delta$ in (\ref{ode}) and keep the first order in $\delta$:
\begin{equation}
\kappa\varepsilon\,\dot\delta=-\frac{dJ}{dE}\,\delta
=-\frac{Rj}{E}\left(2+\frac BE\right)\delta,
\qquad
\tau=\frac{\kappa\varepsilon E}{Rj\,(2+B/E)}.
\end{equation}
The steady state is stable. For $R=1000$, $\kappa=1+999\times8/400=20.98$ and the stored charge is $\kappa\varepsilon E=82.7\ \mathrm{\mu C/cm^2}$. Dividing by $0.1\ \mathrm{A/cm^2}$ gives a filling time of 0.83 ms, and $\tau=0.83\ \mathrm{ms}/23.2=36\ \mathrm{\mu s}$. Without an antenna, filling takes 30 ms. Both are short compared with the beam time $qD/j_{\rm beam}=0.80$ s, where $D$ is the dose.

If the beam scans, the oxide discharges between passes. Starting from the steady state at $R=1000$, 100 ms without beam lets the field fall to 8.3 MV/cm. Restoring it takes 0.22 ms if leakage is ignored, and longer with it, so the dwell must comfortably exceed that time.

With continuous exposure, the charge passed through the oxide is
\begin{equation}
Q_{\rm inj}=Rj\,t-\kappa\varepsilon E
\simeq0.1\times0.80\ \mathrm{C/cm^2}=0.080\ \mathrm{C/cm^2}.
\end{equation}
Against a rough breakdown charge of $1\ \mathrm{C/cm^2}$, this criterion alone would permit $R\approx12\,500$, where the field would be 12.8 MV/cm. That charge itself depends on field and oxide quality, so a separate field limit is still needed.

\subsection*{How far to trust the number}

\textbf{Beam response.} The assumption most easily broken in an implanter is that of constant $j$. Electrons from a flood source are drawn to a positive gate, so the net current falls as the gate charges. Suppose it falls linearly to zero at a floating potential $V_f$:
\begin{equation}
J(E)=Rj\left(1-\frac{E t_{\rm ox}}{V_f}\right).
\end{equation}
The left side is positive, so $E<V_f/t_{\rm ox}$. At $R=1000$ the oxide voltage is 9.1 V. With $V_f=20$ V the field drops by 2.5\%, to 11.1 MV/cm. With $V_f=6$ V it sits at the cap of 7.5 MV/cm, 34\% lower, and the Lambert formula does not apply. Band bending in the silicon, neglected here, would take about 0.5 V of those 6 V and lower the cap to about 6.9 MV/cm for a donor density near $10^{17}\ \mathrm{cm^{-3}}$; at $10^{15}\ \mathrm{cm^{-3}}$ it takes about 0.6 V and the cap is 6.7 MV/cm.

\textbf{Emitter and barrier.} At temperature $T$, the supply $u$ becomes $kT\ln(1+e^{u/kT})$. Integrating by parts, with $p=ckT<1$ and $t=e^{-u/kT}$, gives
\begin{equation}
\frac{kT}{c}\int_0^\infty\frac{t^{p-1}}{1+t}\,dt=\frac{kT}{c}\,\frac{\pi}{\sin\pi p}
=\frac1{c^2}\,\frac{\pi p}{\sin\pi p}.
\end{equation}
At 350 K the last factor is 1.18, and the field falls by 0.7\%.

Larger shifts appear if 3.1 eV is read as a bare band offset. With the optical permittivity of the oxide, 2.13, the image force at an ideal metal surface would lower the field by about 10\%, and the weaker image charge in silicon by about 7\%; with the static permittivity 3.9 these become 6\% and 3\%. Quantisation and degeneracy also put the Fermi level of the accumulation layer above the band edge. With a single subband in half the surface field, the shift is about 0.42 eV at 11.4 MV/cm; a self-consistent potential with higher subbands gives about 0.48 eV. This shift shrinks as the field falls; solving for the two together lowers the field by about 16\% in the first estimate and 18\% in the second. If the layer is treated roughly as an emitter with a continuum of normal energies starting at its lowest subband, its finite filling and anisotropic mass reduce the supply and raise the field by about 8\%. That estimate counts only the two-fold valleys of (100) silicon at zero temperature. A semiclassical escape rate summed over the self-consistent subbands of all six valleys at 350 K shows no such loss: with 3.1 eV as the bare offset it lowers the field by about 19\% in all, close to the barrier shift alone. These are separate estimates at the same $Rj$. A barrier and mass fitted to measured tunnelling current already contain part of them, so they should not simply be added.

\textbf{Trapped charge.} A sheet of $10^{12}$ trapped electrons per $\mathrm{cm^2}$ at mid-oxide lies beyond the 2.7 nm tunnelling distance. The current balance still fixes the cathode field, but the field on the gate side rises by 0.46 MV/cm and the gate voltage by 0.19 V.

\textbf{The real case.} Your beam current and dose are of the order used in high-current source/drain implants, but 10\% net charging represents poor neutralisation. An 8 nm oxide is thick for modern logic; in much thinner oxides the voltage can fall below $\phi/q$, and direct tunnelling replaces the law used here. Thin oxides break down at roughly 10 MV/cm or somewhat above, so the last rows of the table show what the leakage law would require, not a field the oxide is sure to survive. For your implant, measure or bound the floating potential first: if $V_f/t_{\rm ox}$ lies well below the Lambert field, the flood source sets the stress, not the antenna ratio. This rule rests on the linear fall of net current assumed above and on an accumulated n-type surface under the gate. The numerical output below gives further intermediate values.

\section*{Computed results}
\begin{verbatim}
Barrier 3.1 eV, oxide mass 0.42 m0
FN constant A = 1.1839e-06 A/V2
FN constant B = 241.63 MV/cm
Ion current density = 1.00 mA/cm2
Net fraction = 0.10, net j = 100.0 uA/cm2
Dose = 5.0e+15 /cm2, beam time = 0.801 s
Gate oxide 8 nm, field oxide 400 nm
R | J (A/cm2) | z | W0 | E (MV/cm) | oxide V (V) | MV/cm per decade
1 | 1.0e-04 | 1.3145e+07 | 13.7691 | 8.774 | 7.02 | 0.684
10 | 1.0e-03 | 4.1569e+06 | 12.6988 | 9.514 | 7.61 | 0.800
100 | 1.0e-02 | 1.3145e+06 | 11.6350 | 10.384 | 8.31 | 0.946
1000 | 1.0e-01 | 4.1569e+05 | 10.5788 | 11.420 | 9.14 | 1.136
10000 | 1.0e+00 | 1.3145e+05 | 9.5318 | 12.675 | 10.14 | 1.386
Field steps between rows (MV/cm): [0.74  0.87  1.037 1.255]
Below: R = 1000 unless stated
Iterates of w: 12.93770 10.37755 10.59805 10.57703 10.57901
B/E = 21.158, dlnE/dlnR = 0.04318
WKB supply integral / FN law = 0.9569
1 - E/B = 0.9527
Tunnel distance = 2.71 nm
Permitted R at 10.5 MV/cm = 132
Permitted R at 11.0 MV/cm = 413
R=1: kappa = 1.00, fill time = 30.298 ms, time to 99% = 31.301 ms
R=1000: kappa = 20.98, fill time = 0.827 ms, time to 99% = 0.871 ms
Relaxation time tau = 35.73 us
Stored charge = 82.7 uC/cm2 of gate oxide
Injected charge = 0.0800 C/cm2
R for rough breakdown charge 1 C/cm2 = 12483 (stored charge ignored)
Thermal factor at 350 K = 1.176, field change = -0.71 %
Ideal image force: field change = -9.7 %
Subband energy = 0.268 eV, Fermi depth = 0.155 eV
Accumulation barrier lowering: field change = -16.3 %
Finite filling factor = 0.471, two-valley mass factor = 0.38
Both supply factors: field change = 8.0 %
Trapped 1e+12 /cm2 at mid-oxide: anode-side field +0.464 MV/cm, voltage +0.186 V
Floating potential 20 V: E = 11.136 MV/cm, change = -2.5 %, cap = 25.00 MV/cm
Floating potential 6 V: E = 7.500 MV/cm, change = -34.3 %, cap = 7.50 MV/cm
Beam off 100 ms: E falls to 8.331 MV/cm, refill (no leak) = 0.224 ms
\end{verbatim}
